# Choosing the slice thickness in multislice electron diffraction

## What the setting controls

A multislice calculation sends a fast electron through a crystal by alternating a phase change from the potential with free propagation over a slice of thickness $\Delta$. If each slice is applied symmetrically,

$$S=e^{-iT\Delta/2}\,e^{i\sigma V\Delta}\,e^{-iT\Delta/2},$$

the exit wave at fixed foil thickness has an error proportional to $\Delta^2$, and the diffracted intensities tend to those found by diagonalising the Bloch-wave matrix. For a silicon foil 50 nm thick at 200 kV, seen along [001] and with the potential averaged along the beam, the largest intensity error is about

$$\epsilon\approx 0.008\,(\Delta/\mathrm{nm})^2$$

of the incident intensity. The coefficient belongs to this foil; the power of $\Delta$ is general under the conditions below.

Three qualifications affect the choice of settings:

- With plane-wave incidence and equal slices, the unsymmetric product gives the same intensities. Its exit phases, however, have an error of first order in $\Delta$.
- An aperture that removes appreciable intensity inside every slice lowers the order from two to one.
- Thick slices create false Laue rings at high angle.

## The equation being solved

Let $V$ be the electrostatic potential, positive near nuclei, and $-e$ the electron charge. For total energy $\gamma mc^2$ outside the crystal, the relativistic relation without spin is $(\gamma mc^2+eV)^2=p^2c^2+m^2c^4$. With $p=\hbar k$ where $V=0$, this gives

$$p^2=\hbar^2k^2+2\gamma m eV+(eV)^2/c^2 .$$

The last term is dropped because $eV\ll\gamma mc^2$; the size of its effect is given in the last section. Replacing $p^2$ by $-\hbar^2\nabla^2$ and writing the wave as $\psi e^{ikz}$ gives

$$\partial_z^2\psi+2ik\,\partial_z\psi+\nabla_\perp^2\psi+\frac{2\gamma me}{\hbar^2}V\psi=0 .$$

The envelope $\psi$ varies slowly over a wavelength, so $\partial_z^2\psi$ is dropped. This is the paraxial approximation, and it also removes backscattering. Dividing by $2ik$ and using $\hbar k=\gamma mv$,

$$\partial_z\psi=i(-T+\sigma V)\psi,\qquad T=\frac{q^2}{2k},\qquad \sigma=\frac{\gamma me}{\hbar^2k}=\frac{e}{\hbar v}.$$

Here $q=2\pi(h,k')/a$ is the transverse wave vector of a beam with integer indices $h,k'$. At 200 kV, $k=2505.32$ rad/nm and $\sigma=0.007288$ rad/(V nm). A constant added to $V$ commutes with everything and changes only a common phase, so the mean potential is omitted.

## The potential

An atom has charge density $e[Z\delta(\mathbf r)-n(\mathbf r)]$. Poisson's equation in Fourier space multiplies the potential by $G^2$, so the crystal coefficients are

$$V_{\mathbf G}=\frac{e\,[Z-f(G)]}{\varepsilon_0\Omega G^2}\,e^{-G^2u^2/2}\sum_j e^{-i\mathbf G\cdot\mathbf r_j}.$$

Here $f$ is the Fourier transform of $n$ and $\Omega=a^3$. The exponential is the average of $e^{-i\mathbf G\cdot\boldsymbol\delta}$ over Gaussian displacements $\boldsymbol\delta$ with rms value $u$ along each axis. With the origin at a bond centre the atoms come in pairs $\pm\mathbf r_j$, so $V_{\mathbf G}$ is real. Its sign depends on this origin: $V_{220}=-4.31$ V does not mean repulsion.

The density used here is that of a spherically averaged Hartree–Fock silicon atom. It is computed with paired spins; the spherically averaged density of the triplet ground state would change $V_{220}$ by about 0.009 V, to $-4.32$ V, and the beam intensities at 50 nm by up to about $5\times10^{-4}$, so the last digits quoted below belong to this particular atomic model. It also omits bonding and electron correlation.

## Why the symmetric slice is second order

Set $A=-iT$ and $B=i\sigma V$, with $V$ first taken independent of $z$. Expand $S=e^{A\Delta/2}e^{B\Delta}e^{A\Delta/2}$ in powers of $\Delta$. At second order the coefficient of $A^2$ is $\tfrac18+\tfrac14+\tfrac18=\tfrac12$, that of $B^2$ is $\tfrac12$, and $AB$ and $BA$ each have $\tfrac12$. Their sum is $(A+B)^2/2$, as in the unsplit exponential.

At third order the unsplit exponential gives every product the coefficient $\tfrac16$. The slice gives

- $AAB$ and $BAA$: $\tfrac18$, a difference of $-\tfrac1{24}$;
- $ABA$: $\tfrac14$, a difference of $+\tfrac1{12}$;
- $ABB$ and $BBA$: $\tfrac14$, a difference of $+\tfrac1{12}$;
- $BAB$: $0$, a difference of $-\tfrac16$;
- $AAA$ and $BBB$: $\tfrac16$, no difference.

These differences combine into double commutators:

$$S-e^{(A+B)\Delta}=\Delta^3\left(-\tfrac1{24}[A,[A,B]]+\tfrac1{12}[B,[B,A]]\right)+O(\Delta^4).$$

Now $[A,[A,B]]=(-i)^2(i)\,\sigma[T,[T,V]]=-i\sigma[T,[T,V]]$, and $[B,[B,A]]=i^2(-i)\,\sigma^2[V,[V,T]]=i\sigma^2[V,[V,T]]$. With $T=-\nabla_\perp^2/2k$,

$$[V,T]f=\frac{(\nabla_\perp^2V)f+2\nabla_\perp V\cdot\nabla_\perp f}{2k},\qquad [V,[V,T]]=-\frac{|\nabla_\perp V|^2}{k}.$$

To this order, the slice therefore acts as if the potential were

$$V+\frac{\Delta^2}{24}[T,[T,V]]-\frac{\sigma\Delta^2}{12k}|\nabla_\perp V|^2 .$$

Between beams $g$ and $h$ the first correction has the matrix element $(T_g-T_h)^2V_{g-h}\Delta^2/24$. It is small when propagation changes the relative phase of the coupled beams by much less than one radian per slice. The second correction matters most on the steep sides of the atomic columns.

For the error of the whole foil, let $U=e^{(A+B)\Delta}$ and $N=t/\Delta$. Then

$$S^N-U^N=\sum_{j=0}^{N-1}S^{N-1-j}(S-U)U^j .$$

$S$ and $U$ are unitary, so the factors around $S-U$ do not enlarge it. If each slice errs by at most $C\Delta^3$, the total is at most $NC\Delta^3=Ct\Delta^2$. Bounded commutators guarantee a finite constant $C$, and a finite beam set provides them.

If $V$ depends on $z$, evaluate it at the middle of the slice. Write $H=-T+\sigma V$, and let $s$ be the distance from the midpoint, so that $H(s)=H_m+sH'+O(s^2)$. The linear term integrates to zero over the slice. The ordering correction contains $[H(s_1),H(s_2)]=(s_2-s_1)[H_m,H']$, of order $\Delta$, integrated over an area $\Delta^2/2$. Both errors are $O(\Delta^3)$ per slice, so the order remains two.

## Symmetric or unsymmetric splitting

Let $P=e^{-iT\Delta}$ and let $Q_j$ be the phase change in slice $j$. Then

$$PQ_j=P^{1/2}\left(P^{1/2}Q_jP^{1/2}\right)P^{-1/2}=P^{1/2}S_jP^{-1/2}.$$

In a product of equal slices the inner factors cancel:

$$(PQ_N)\cdots(PQ_1)=P^{1/2}\,S_N\cdots S_1\,P^{-1/2}.$$

$P$ is diagonal in the beams. On one incident plane wave $P^{-1/2}$ gives a common phase, and at the exit $P^{1/2}$ multiplies beam $g$ by $e^{-iT_g\Delta/2}$. Intensities are unchanged, and the exit wave is the symmetric one propagated a further $\Delta/2$: a defocus of half a slice.

The size of this phase error can be traced. One unit of squared index contributes $(2\pi/a)^2/2k=0.0267$ rad/nm to $T$, so $T_{220}=8\times0.0267=0.214$ rad/nm. With $\Delta=0.0339$ nm the phase error is 0.0036 rad for 220 and twice that for 400. At full thickness each of the four 220 beams carries 0.117 of the incident intensity and each of the four 400 beams 0.022. Together they give an amplitude error of

$$\sqrt{4(0.117)(0.0036)^2+4(0.022)(0.0073)^2}\approx0.0033,$$

most of the computed 0.0043. The symmetric slice errs by only $8.6\times10^{-5}$ at the same $\Delta$. The largest intensity difference between the two products is $1.6\times10^{-14}$, the level of rounding.

Use the symmetric form, or correct the defocus, when the exit wave will be imaged. For a focused probe, $P^{-1/2}$ also changes the relative phases of the incident beams, so the equality of intensities no longer follows. Unequal slices break the cancellation as well.

## The Bloch-wave reference

For a potential averaged along $z$, the beam amplitudes obey $c'=i\mathsf Ac$ with

$$\mathsf A_{gh}=-T_g\delta_{gh}+\sigma V_{g-h}.$$

This matrix is real and symmetric, so $\mathsf A=CEC^{T}$ and $c(t)=Ce^{iEt}C^{T}c(0)$. There is no slice thickness; the remaining numerical choice is the beam set, here 481 beams.

At 50 nm the 000 intensity is 0.4268 by both methods. At 12.5, 25.0 and 37.5 nm it is 0.467, 0.763 and 0.827. The variation is interference between Bloch states with different $E$.

For a $z$-periodic potential, write

$$\psi=\sum_{g,n}c_{gn}(z)\,e^{i\mathbf q_g\cdot\mathbf x}e^{2\pi inz/a}.$$

The derivative of the last factor contributes $2\pi in/a$ on the left. Moving it to the right gives the diagonal element $-T_g-2\pi n/a$, while the harmonics of $V$ couple different $n$. Only $g=0,n=0$ is filled at entry, and at exit the amplitudes with the same $g$, each multiplied by its factor $e^{2\pi int/a}$, are summed over $n$.

A beam is resonant with the incident one when its diagonal element vanishes. For $n=-1$ this means $T_g=2\pi/a$. With $T_g=(2\pi/a)^2R^2/2k$, the radius of the first Laue ring in units of $1/a$ is

$$R=\sqrt{ka/\pi}=20.8 .$$

With harmonics $0,\pm1$ retained, multislice and diagonalisation differ by at most $2.1\times10^{-5}$ in any beam intensity. The summed intensity between radii 18 and 23 is $4.88\times10^{-4}$ and $4.81\times10^{-4}$ respectively. The matrix kept $n=\pm2$ only out to radius 12. Extending these beams to radius 24 changes its sum to $4.70\times10^{-4}$, away from the multislice value, so that cut alone does not explain the 1.5% difference. The ring sum from this truncated matrix should be trusted only to a few per cent.

## Reading the convergence

For the projected potential at full thickness, the errors relative to diagonalisation are as follows. The amplitude error is the norm of the difference for an incident wave of unit norm.

| $\Delta$ (nm) | Amplitude error | Largest intensity error |
|---:|---:|---:|
| 0.543 | $3.0\times10^{-2}$ | $2.6\times10^{-3}$ |
| 0.272 | $7.0\times10^{-3}$ | $6.1\times10^{-4}$ |
| 0.136 | $1.4\times10^{-3}$ | $1.5\times10^{-4}$ |
| 0.068 | $3.4\times10^{-4}$ | $3.7\times10^{-5}$ |
| 0.034 | $8.6\times10^{-5}$ | $9.2\times10^{-6}$ |
| 0.017 | $2.3\times10^{-5}$ | $2.3\times10^{-6}$ |

Over the last halving the measured order is 2.03 for intensity and 1.91 for amplitude. The lower amplitude value comes from a fixed residue of $8.4\times10^{-6}$, the difference between the Bloch beam set and the slightly larger, periodic set of the FFT grid. When the grid's own beam set is diagonalised instead, the amplitude order is 2.00.

Where no Bloch reference is available, compare $\Delta$ with $\Delta/2$. If $I(\Delta)=I_0+K\Delta^2$, then

$$I(\Delta)-I(\Delta/2)=\tfrac34K\Delta^2=3\,[I(\Delta/2)-I_0],$$

so the finer result errs by one third of the observed change. First confirm with another halving that the changes fall by about four.

## False Laue rings

Slicing concentrates even a potential that is constant along $z$ into kicks spaced by $\Delta$. A periodic train of kicks contains every harmonic $e^{2\pi imz/\Delta}$ with equal strength, so false resonances appear near

$$T_g=2\pi m/\Delta,\qquad m=1,2,\ldots$$

With $\Delta=a$ the first false ring has the radius of the true first ring, 20.8. The strongest beam found between radii 14 and 26 was $(-18,10)$, at radius 20.6. Its intensity was $2.6\times10^{-5}$, against $1.2\times10^{-8}$ from diagonalisation. The coincidence of radii does not make this ring a substitute for the real one: its beams have even indices and are driven by the projected potential, whereas the true first-zone beams of silicon here have odd indices.

For a projected potential, keeping the first false resonance off the grid requires

$$\Delta<2\pi/T_{\max}.$$

For the 64 by 64 grid on one cubic cell this is 0.115 nm. The condition uses free-space phases and ignores the small shift of resonance caused by the potential, so leave a margin. A finer grid has a larger $T_{\max}$ and needs thinner slices.

If $V$ varies along $z$, its harmonics combine with those of the kicks. The first harmonic moves the first false resonance down to

$$T_g=2\pi\left(\frac1\Delta-\frac1a\right).$$

With $\Delta=0.181$ nm this lies at radius 29.4, where the strongest odd-index beam has intensity $2.8\times10^{-6}$ instead of the $9\times10^{-10}$ found with thin slices. On the stated grid the limit on $\Delta$ falls from 0.115 to 0.095 nm, and higher harmonics lower it further.

## Apertures inside the slice loop

Let $\Pi$ keep the beams inside an aperture. Expanding the restricted phase change and comparing it with evolution in the restricted beam set,

$$\Pi e^{i\sigma V\Delta}\Pi-\Pi e^{i\sigma\Pi V\Pi\Delta}\Pi=-\tfrac12(\sigma\Delta)^2\,\Pi V(1-\Pi)V\Pi+O(\Delta^3).$$

The error is $\Delta^2$ per slice and $t\Delta$ in total. Physically, each slice scatters an amplitude of order $\Delta$ outside the aperture, and its removal costs an intensity of order $\Delta^2$.

With a deliberately tight aperture of index radius 8 and a 9.8 nm foil, the amplitude error fell from $3.23\times10^{-4}$ to $1.61\times10^{-4}$ when $\Delta$ was halved from 0.017 nm: first order. The reference used the same beams. At the larger $\Delta$, $3.8\times10^{-4}$ of the intensity was lost. If an aperture is needed against aliasing, make it wide enough that little intensity reaches its edge, and check the total intensity.

## What accuracy is worth asking for

The lattice constant, 0.543 nm, and thermal displacement, 0.008 nm, are inputs of the model, meant only to lie near the room-temperature values for silicon. A real foil can also be bent, uneven in thickness or damaged at its surfaces, none of which is modelled. A tilt of just 1 mrad towards a 400 beam changes one beam intensity by 0.086 of the incident intensity, and the same tilt towards a 220 beam by 0.18. Both are far more than any intensity error in the table.

Other changes at full thickness, again as the largest change in any beam, are smaller: $1.1\times10^{-3}$ from the first harmonics along $z$ and $1.1\times10^{-3}$ from a 1% change in $V_{220}$ (a measure of sensitivity to bonding, not a calculation of it). The dropped term $(eV)^2/c^2$, averaged along the beam, changes a beam intensity by about $2\times10^{-4}$ if the thermally averaged potential is squared, and by about $5\times10^{-4}$ if $V^2$ of each atom is averaged over its displacements, which weights the sharp cores more. For the projected potential, the paraxial approximation matters less still. If $\partial_z^2\psi$ is kept but backscattering is ignored, the Bloch states of this potential stay the same and each $E$ becomes $\sqrt{k^2+2kE}-k$. This changes no beam intensity by more than $4\times10^{-5}$. Making only the free propagation exact gives a change of $1.4\times10^{-4}$, an overestimate, because corrections involving the potential partly cancel it. Inelastic scattering is a larger omission. A free-electron estimate gives at least one plasmon loss for 25% of the electrons, and an Einstein model with uniform illumination gives 7% thermal diffuse scattering. The computed intensities describe elastic scattering alone and are not reduced by these losses.

For this foil, $\Delta=0.1$ nm gives an intensity error near $8\times10^{-5}$ and satisfies the ring condition for the projected potential on the stated grid. Thinner slices of the projected potential improve the numerical solution, but the omitted harmonics along $z$ alone already matter more than this error. If weak high-angle beams are the target, include the variation of $V$ along $z$ and converge those beams separately, since an absolute error of $10^{-4}$ can exceed their whole intensity. The remaining values are in the numerical output.

## Table of computed values

```
lattice constant 0.543 nm, displacement 0.008 nm, voltage 200 kV
thickness 49.956 nm = 92 cells
wavelength 2.5079 pm, k 2505.32 rad/nm
sigma 0.007288 rad/(V nm), gamma 1.39139
V(220) -4.3089 V, V(400) -2.5554 V
relative error of potential coefficient vs direct transform 3.7e-07
beams in projected Bloch matrix 481, FFT grid 64 x 64
intensities, multislice (32 slices per cell) | Bloch:
 t 12.489 nm: 000 0.46710 | 0.46709; 220 0.11844 | 0.11844; 400 0.01116 | 0.01116
 t 24.978 nm: 000 0.76295 | 0.76295; 220 0.04817 | 0.04817; 400 0.00863 | 0.00863
 t 37.467 nm: 000 0.82707 | 0.82707; 220 0.03758 | 0.03758; 400 0.00385 | 0.00385
 t 49.956 nm: 000 0.42678 | 0.42677; 220 0.11730 | 0.11730; 400 0.02178 | 0.02178
slice (nm), amplitude error (norm), largest intensity error:
 0.54300  2.996e-02  2.582e-03
 0.27150  6.970e-03  6.134e-04
 0.13575  1.380e-03  1.490e-04
 0.06788  3.438e-04  3.700e-05
 0.03394  8.617e-05  9.195e-06
 0.01697  2.294e-05  2.254e-06
order, symmetric: amplitude 1.909, intensity 2.029
unsymmetric amplitude error: 4.290e-03 (16/cell), 2.133e-03 (32/cell)
order, unsymmetric amplitude 1.008
largest intensity difference symmetric - unsymmetric 1.6e-14
aperture index radius 8, 9.774 nm: error 3.228e-04 (32/cell), 1.614e-04 (64/cell)
order with aperture in each slice 1.000
intensity lost with aperture, 32/cell 3.798e-04
predicted ring radius for period a: 20.81 (units 1/a)
false ring: strongest beam (-18,10), radius 20.59
 its intensity: slice a 2.56e-05, Bloch 1.15e-08
slice below which the 64 grid holds no false ring 0.1148 nm
z-periodic potential: order 2.007, Bloch matrix size 1563
 largest intensity difference multislice - Bloch 2.14e-05
 first-ring intensity: multislice 4.878e-04, Bloch 4.808e-04
largest intensity change at full thickness from:
 first harmonics along z 1.05e-03; harmonics 2 to 4 2.46e-04
 exact free propagation 1.35e-04; 1 mrad tilt 0.086
 1% change of V(220) 1.10e-03
 beam cutoff 31 to 47 3.8e-08; atomic basis QZ to TZ 9.5e-05
V(220) shift, basis QZ to TZ 0.1757 %
thermal diffuse mean free path 734 nm, scattered 0.066
plasmon energy 16.60 eV, mean free path 171 nm
fraction with at least one plasmon loss 0.253
```
